# Reduced mass from Franz–Keldysh extrema above a known direct gap

## Problem

A direct-gap semiconductor has a known gap \(E_g=0.80\) eV. A uniform field of 0.050 MV/cm changes its absorption. The change, multiplied by the photon energy \(E\), has successive extrema above the gap at

| \(n\) | type | \(E_n\) (eV) |
|---|---|---|
| 1 | maximum | 0.8516 |
| 2 | minimum | 0.8813 |
| 3 | maximum | 0.9062 |
| 4 | minimum | 0.9285 |
| 5 | maximum | 0.9491 |
| 6 | minimum | 0.9683 |

Here \(n=1\) is the first maximum above the gap. The energies are synthetic: they come from the full Airy expression for a chosen mass and are rounded to 0.1 meV.

Assume isotropic parabolic bands with electron–hole reduced mass \(\mu\), a constant interband momentum matrix element, a constant refractive index and no electron–hole attraction. For large positive \(x\),

\[
\mathrm{Ai}(-x)\simeq \frac{1}{\sqrt{\pi}\,x^{1/4}}\sin\!\left(\tfrac23x^{3/2}+\tfrac{\pi}{4}\right).
\]

1. Find the law obeyed by the extrema and recover \(\mu\).
2. Find the first correction to the asymptotic phase and test the labels \(n\).
3. Determine how errors in gap and field, and the physics left out, affect the mass.

## Solution

### The absorption change

The algebra is in atomic units, and \(F>0\) is the force, that is, field times elementary charge. With a constant momentum matrix element, \(E\) times the absorption is proportional to the density of relative-motion states at zero electron–hole separation. These states obey

\[
\left(-\frac{\nabla^2}{2\mu}+Fz\right)\psi=(E-E_g)\psi .
\]

The motion across the field is free. For the motion along it, set \(z=\ell u\) and choose \(\ell\) so that the kinetic and field terms share one energy scale \(\theta\):

\[
\frac{1}{2\mu\ell^2}=F\ell=\theta
\quad\Rightarrow\quad
\theta=\left(\frac{F^2}{2\mu}\right)^{1/3}.
\]

With energies in units of \(\theta\), the equation along the field is \(-\phi''+u\phi=\epsilon\phi\). Its bounded solutions are \(\mathrm{Ai}(u-\epsilon)\), normalised to a delta function in \(\epsilon\), so their density at the origin is \(\mathrm{Ai}(-\epsilon)^2\).

Let \(x=(E-E_g)/\theta\). The transverse energy is \(x-\epsilon\ge0\), and the density of states in two free dimensions is constant. Summing over transverse motion therefore gives, up to a constant factor,

\[
W(x)=\int_{-\infty}^{x}\mathrm{Ai}(-\epsilon)^2\,d\epsilon
=\mathrm{Ai}'(-x)^2+x\,\mathrm{Ai}(-x)^2 .
\]

To verify the second form, differentiate it, using \(\mathrm{Ai}''(-x)=-x\,\mathrm{Ai}(-x)\):

\[
2x\,\mathrm{Ai}(-x)\mathrm{Ai}'(-x)+\mathrm{Ai}(-x)^2-2x\,\mathrm{Ai}(-x)\mathrm{Ai}'(-x)=\mathrm{Ai}(-x)^2 .
\]

Both forms vanish as \(x\to-\infty\), so they are equal.

Without the field, the motion along \(z\) consists of plane waves with \(\epsilon=q^2\). Their density at the origin is

\[
\frac1{2\pi}\int dq\,\delta(\epsilon-q^2)=\frac{1}{2\pi\sqrt{\epsilon}},
\]

and integration from 0 to \(x\) gives \(\sqrt{x}/\pi\). The field-induced change above the gap is thus proportional to

\[
D(x)=\mathrm{Ai}'(-x)^2+x\,\mathrm{Ai}(-x)^2-\frac{\sqrt{x}}{\pi}.
\]

### The phase law and the mass

The extrema are the zeros of

\[
D'(x)=\mathrm{Ai}(-x)^2-\frac{1}{2\pi\sqrt{x}} .
\]

Insert the given asymptotic form and use \(\sin^2(a+\pi/4)=(1+\sin2a)/2\). The constant part cancels the zero-field term, leaving

\[
D'(x)\simeq\frac{\sin\!\left(\frac43x^{3/2}\right)}{2\pi\sqrt{x}}
\quad\Rightarrow\quad
\frac43x_n^{3/2}=n\pi .
\]

At odd \(n\) the sine passes from positive to negative, which is a maximum; at even \(n\) it is a minimum. Just above the gap \(D'\to-\infty\), so \(D\) first falls and has a minimum before its first maximum. The law would assign that minimum \(n=0\) and place it at \(x=0\), where the asymptotic form fails. It is not used.

Since \(\theta^{3/2}=F/\sqrt{2\mu}\), the energies obey

\[
y_n\equiv(E_n-E_g)^{3/2}=s\,n,\qquad
s=\frac{3\pi}{4}\frac{F}{\sqrt{2\mu}} .
\]

Squaring gives \(s^2=9\pi^2F^2/(32\mu)\), hence

\[
\boxed{\mu=\frac{9\pi^2F^2}{32\,s^2}} .
\]

The data fix only the ratio \(F^2/\mu\), so the field must be known independently.

For the first extremum, \(y_1=(0.0516)^{3/2}=0.011721\) eV\(^{3/2}\). The six values are 0.011721, 0.023181, 0.034609, 0.046063, 0.057573 and 0.069044 eV\(^{3/2}\). The phase fixes the line through the origin, so minimising \(\sum(y_n-sn)^2\) gives

\[
s=\frac{\sum n y_n}{\sum n^2}=\frac{1.0483}{91}=0.011520\ \text{eV}^{3/2}.
\]

With \(\hbar\) restored, \(\theta^3=F^2\hbar^2/(2\mu)\). The force is \(F=5.0\times10^{-4}\) eV/angstrom, and \(\theta^{3/2}=4s/(3\pi)\). Therefore

\[
\frac{\hbar^2}{2\mu}=\frac{1}{F^2}\left(\frac{4s}{3\pi}\right)^2
=\frac{(0.004889)^2}{(5.0\times10^{-4})^2}
\simeq95.6\ \text{eV angstrom}^2 .
\]

Dividing \(\hbar^2/(2m_e)=3.810\) eV angstrom\(^2\) by this value gives \(\mu=0.0399\,m_e\). The mass used to make the data was \(0.0400\,m_e\).

### The first correction to the phase

Applied to one extremum at a time, the formula gives \(0.0385\,m_e\) at \(n=1\), rising to \(0.0399\,m_e\) at \(n=6\). The next terms of the Airy expansion explain this trend.

Write \(\mathrm{Ai}(-x)=M\sin\varphi\), with \(M\) and \(\varphi'\) slowly varying in the sense of the asymptotic expansion. The Airy equation is satisfied if

\[
M''-M\varphi'^2+xM=0,\qquad 2M'\varphi'+M\varphi''=0 .
\]

The second equation makes \(M^2\varphi'\) constant, and the leading form sets the constant to \(1/\pi\). In the first, \(M\propto x^{-1/4}\) gives \(M''/M\simeq5/(16x^2)\), so

\[
\varphi'\simeq\sqrt{x}\left(1+\frac{5}{32x^3}\right),\qquad
\varphi\simeq\frac{\pi}{4}+\frac23x^{3/2}-\frac{5}{48x^{3/2}},
\]

\[
M^2\simeq\frac{1}{\pi\sqrt{x}}\left(1-\frac{5}{32x^3}\right).
\]

Let \(P=\frac43x^{3/2}\). The condition \(M^2\sin^2\varphi=1/(2\pi\sqrt{x})\) becomes

\[
\left(1-\frac{5}{32x^3}\right)\left[1+\sin\!\left(P-\frac{5}{24x^{3/2}}\right)\right]=1 .
\]

To order \(x^{-3/2}\) the sine must vanish. Substituting \(x^{3/2}\simeq3\pi n/4\) in the small term gives

\[
P_n\simeq n\pi+\frac{5}{18\pi n}.
\]

At the next order the sine equals \(5/(32x^3)\), which adds \((-1)^n\,5/(18\pi^2n^2)\). For \(n=1\) the two terms sum to \(0.0884-0.0281=0.060\) rad; the extremum of the full expression has 0.057 rad. For \(n=6\) the corresponding values are 0.0155 and 0.0154 rad.

The true phase exceeds \(n\pi\), so the uncorrected law makes \(s\) too large and \(\mu\) too small, mostly at small \(n\). Replacing \(n\) by \(n+5/(18\pi^2n)\) in the fit gives \(0.0400\,m_e\).

### Testing the labels

Now let the line have a free intercept, \(y_n=s(n+n_0)\). The data give \(n_0=0.021\) and \(\mu=0.0402\,m_e\). The small intercept supports both the labels and the phase. The mass is slightly high because the correction, which decreases with \(n\), flattens the line.

If every label were one too high, the free intercept would shift by \(-1\), to about \(-0.98\), while the slope would be unchanged. A fit forced through the origin would instead return \(0.0613\,m_e\).

### Errors in the inputs

At fixed energies \(\mu\propto F^2\), so a field set 1% high raises the mass by 2.0%. If the assumed gap is high by \(\delta E_g\), each \(y_n\) falls by \(\frac32\sqrt{E_n-E_g}\,\delta E_g\). Since \(\mu\propto s^{-2}\),

\[
\frac{\delta\mu}{\mu}\simeq
3\,\delta E_g\,\frac{\sum n\sqrt{E_n-E_g}}{\sum n y_n}.
\]

For 1 meV this is 2.2%, and repeating the fit with the shifted gap also gives 2.2%.

### What the model leaves out

Each effect below was added alone, with the other parameters held fixed. Percentages are changes relative to the mass from the same fit without that effect.

| effect | phase fixed | phase free |
|---|---|---|
| electron–hole attraction | +24% | −2.0% |
| two-band dispersion | +5.3% | +7.1% |
| light-hole branch | +0.2% | +3.6% |
| broadening | −1.0% | +0.7% |

**Attraction.** With relative permittivity 14, the exciton binding energy is 2.8 meV, about a tenth of \(\theta=29\) meV. Even so, a numerical solution with attraction and field together gives an added phase of 1.44 rad at \(n=1\) and 1.34 rad at \(n=6\). If this phase is called \(\beta\), the condition becomes \(P_n+\beta\simeq n\pi\), or

\[
y_n\simeq s\left(n-\frac{\beta}{\pi}\right).
\]

A nearly constant \(\beta\) moves the intercept to roughly \(-0.5\) but hardly changes the slope. The intercept then no longer tests the labels unless \(\beta\) is known. Forcing the line through the origin turns this phase into a mass error.

**Dispersion.** The two-band estimate uses \(E_{cv}(k)=E_g\sqrt{1+k^2/(\mu E_g)}\) and the semiclassical phase \(F^{-1}\int(E-E_{cv})\,dk\) between the two wavevectors at which \(E_{cv}=E\). This dispersion lies below the parabola with the same \(\mu\), so a given phase is reached at a lower energy and the fitted mass exceeds the band-edge mass. Freeing the phase does not cure this. The form used describes equal electron and hole masses. For a heavy-hole branch, where the electron supplies most of \(1/\mu\), a two-band electron of mass \(m_c\) with a parabolic hole makes the leading departure from the parabola larger by the factor \(2(\mu/m_c)^2\). This is about 1.5 to 1.8 for heavy-hole masses of \(0.33\) to \(0.8\,m_e\), and the free-phase mass error is then about 11 to 13 per cent.

**Second branch and broadening.** The light-hole estimate takes a reduced mass of \(0.024\,m_e\) and one third of the main branch's dipole weight, for light polarised across the field. Its effect is a beat between two oscillations and depends on that mass: for light reduced masses from \(0.020\) to \(0.028\,m_e\) the fixed-phase shift runs from +0.6% to −1.7%, and the free-phase shift lies between +0.8% and +3.7%. A Lorentzian half-width of 10 meV leaves 18% of the \(n=6\) amplitude, so the higher extrema may be lost in noise even though their positions move little.

### Comparison with a device

The parameters are round values in the rough regime of a bulk p-i-n waveguide modulator for the telecom band; the field is moderate for such a device. Modulation uses photon energies below the gap, whereas this analysis needs a spectrum above it. In a real crystal the recovered mass is the reduced mass along the field, and the heavy-hole mass depends on that direction. In a 3000 angstrom undoped layer with residual doping of \(10^{15}\) cm\(^{-3}\), the field at the edges differs from its mid-layer value by 3.9%; using an edge value would shift the mass by about 8%. The relative excursion at \(n=6\) is 337 angstrom, which fits within the layer, and the estimated interband tunnelling probability per pass, about \(10^{-71}\), is negligible. Of the effects sized here, neglected attraction moves the fixed-phase mass most. For a real spectrum with these parameters, the free-phase slope is therefore the safer estimate as regards the neglected attraction. The price is that random errors in reading the extrema scatter its mass about twice as much as that of the fixed-phase fit. Dispersion, the second branch and field calibration can still leave an error of ten per cent or more. The close recovery above tests the inversion within its own model, not the accuracy attainable on a device. The numerical output below lists the values used.

## Numbers as computed

```
gap: 0.80 eV; field: 0.050 MV/cm
mass used to make the data: 0.0400 m_e
theta used to make the data: 0.02877 eV
n, E_n (eV), (E_n-Eg)^1.5 (eV^1.5), single mass (m_e)
1  0.8516  0.011721  0.03849
2  0.8813  0.023181  0.03936
3  0.9062  0.034609  0.03973
4  0.9285  0.046063  0.03987
5  0.9491  0.057573  0.03988
6  0.9683  0.069044  0.03993
fixed-phase slope: 0.011520 eV^1.5
recovered theta: 0.02881 eV
recovered mass: 0.03985 m_e
hbar^2/(2 mu): 95.61 eV angstrom^2
mass with first phase correction: 0.04000 m_e
free-phase mass: 0.04024 m_e
free intercept: 0.0210 in units of n
mass if labels are one too high: 0.0613 m_e
exact phase minus n*pi, n=1: 0.0570 rad
exact phase minus n*pi, n=6: 0.0154 rad
largest density error, 3D check: 1.1e-05 (scaled)
mass change, gap set 1 meV high: +2.21 %
mass change, field set 1 % high: +2.01 %
Neglected effects: mass change, fixed / free phase
attraction: +24.45 / -1.97 %
two-band dispersion: +5.31 / +7.09 %
light-hole branch: +0.15 / +3.62 %
broadening: -0.99 / +0.69 %
1/E prefactor: +0.11 / -0.07 %
relative permittivity: 14
exciton binding energy: 0.00278 eV
attraction phase, n=1: 1.444 rad
attraction phase, n=6: 1.338 rad
light-branch reduced mass: 0.024 m_e
broadening half-width: 0.010 eV
n=6 amplitude left by broadening: 0.177
thermal energy at 300 K: 0.0259 eV
residual doping: 1e+15 cm^-3
undoped layer: 3000 angstrom
field deviation at layer edge: 3.88 %
relative excursion at n=6: 337 angstrom
log10 tunnelling probability per pass: -70.7
```
